# Debye-Shaped Capacitance Steps from Series Resistance in Hafnia Capacitors

## A relaxation without a relaxing film

In a model of a hafnium-zirconium-oxide capacitor 100 µm in diameter, the measured capacitance is 209 pF at 10 kHz and 1.3 pF at 10 MHz. The loss peaks at 381 kHz, and the curve has the shape of a Debye relaxation. Yet the film in this model has a constant permittivity of 30 and no loss at all. The step comes from a 2000 Ω electrode lead.

The film is $d=10$ nm thick, so its capacitance per area is $c=\varepsilon_0\varepsilon/d=2.66$ µF/cm². The bottom electrode is 10 nm of TiN with resistivity 200 µΩ cm, which gives a sheet resistance $R_\square=200$ Ω per square. A thick metal ring contacts the TiN around each device, and a TiN strip ten squares long leads to the ring. The lead resistance is therefore $R=10\times200=2000$ Ω, whatever the device area $A$. A stray capacitance $C_x=1$ pF lies across the measuring terminals.

## Why the circuit gives a Debye step

Let $q$ be the charge on the film capacitor $C=cA$. The applied voltage is the sum of the drops across lead and film:

$$V=R\frac{dq}{dt}+\frac{q}{C}.$$

For signals proportional to $e^{i\omega t}$, the derivative becomes a factor $i\omega$. Multiplying by $C$ then gives $CV=(1+i\omega RC)\,q$, so

$$\frac{q}{V}=\frac{C}{1+i\omega\tau},\qquad \tau=RC=RcA .$$

An LCR meter in parallel mode converts the admittance $Y$ into a complex capacitance $C^*=Y/(i\omega)=C'-iC''$, where $C''$ is the parallel conductance divided by $\omega$. The stray capacitance is in parallel and adds directly. Multiplying numerator and denominator by $1-i\omega\tau$ separates the parts:

$$C'=C_x+\frac{C}{1+\omega^2\tau^2},\qquad C''=\frac{C\,\omega\tau}{1+\omega^2\tau^2}.$$

With $u=\omega\tau$, the derivative of $u/(1+u^2)$ is $(1-u^2)/(1+u^2)^2$. The loss peak is thus at $\omega\tau=1$, and its height is $C/2$.

The film's charge per volt of film voltage is $C$ at every frequency. What changes is the film voltage, which is $q/C=V/(1+i\omega\tau)$. At high frequency most of the applied voltage drops across the lead, and the meter, which divides by the total voltage, reports a small capacitance. For the 100 µm device:

| Frequency (kHz) | $C'$ (pF) | $C''$ (pF) | Film voltage / applied |
|---:|---:|---:|---:|
| 10 | 209.5 | 5.5 | 1.000 |
| 100 | 196.2 | 51.2 | 0.967 |
| 381 | 105.3 | 104.3 | 0.707 |
| 1000 | 27.5 | 69.5 | 0.356 |
| 10000 | 1.3 | 8.0 | 0.038 |

## Why dipoles give the same shape

Take $N$ dipoles per volume, each with moment $+p$ or $-p$ along the field $E$. Let the hopping rate be $w_0e^{x}$ into the favourable state and $w_0e^{-x}$ out of it, with $x=pE/kT$. The field is taken as uniform, without a local-field correction. If $m$ is the difference between the fractions in the two states, the fractions are $(1\pm m)/2$. Each hop changes $m$ by two units per dipole, so

$$\frac{dm}{dt}=w_0\left[e^{x}(1-m)-e^{-x}(1+m)\right]=2w_0(\sinh x-m\cosh x).$$

For small $x$, $m$ is also small. To first order $\sinh x\to x$ and $m\cosh x\to m$, which leaves $dm/dt=2w_0(x-m)$. For a harmonic field this gives $(i\omega+2w_0)m=2w_0x$, or

$$m=\frac{x}{1+i\omega\tau_D},\qquad \tau_D=\frac{1}{2w_0}.$$

The polarization $Npm$ divided by $\varepsilon_0E$ is the dipolar part of the permittivity. Its static value is $\Delta\varepsilon=Np^2/(\varepsilon_0kT)$. With $\varepsilon_\infty$ for the faster polarization and the vacuum, the film has

$$C^*=\frac{\varepsilon_0A}{d}\left[\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau_D}\right].$$

At one area this coincides with the circuit spectrum at all frequencies if $\varepsilon_0A\Delta\varepsilon/d=C$, $\tau_D=RC$ and $\varepsilon_0A\varepsilon_\infty/d=C_x$. The quality of a Debye fit alone therefore cannot tell which mechanism is present.

The fitted values can still be unphysical. With a chosen moment of $10^{-29}$ C m at 300 K, imitating the 100 µm device takes $1.1\times10^{22}$ dipoles per cm³. That is below the cation density of hafnia, roughly $3\times10^{22}$ per cm³, so in this estimate, which neglects the local field, the density alone does not rule out dipoles as the sole cause of the step. The plateau does. It requires $\varepsilon_\infty=30\times1/208.6=0.14$, whereas a passive film well below its lattice resonances has at least the vacuum value of 1.

In practical terms, the empty gap would have $208.6/30=7.0$ pF, and the reading of 1.3 pF at 10 MHz lies below it. Such a reading shows that part of the voltage is dropped outside the film. It does not show that the film has no dipoles. The sign is lost when an unsubtracted $C_x$ exceeds the vacuum capacitance, and it can be missed when the frequency is too low. The 50 µm device, for example, still reads 2.2 pF at 10 MHz, above its vacuum value of 1.7 pF.

## What the electrode area reveals

The dipolar branch can itself be drawn as a capacitor $\Delta C=\varepsilon_0A\Delta\varepsilon/d$ in series with a resistance $R_D=\tau_D/\Delta C$. Since $\Delta C\propto A$, $R_D\propto1/A$, and their product does not depend on area. The lead resistance is fixed, so its product with $C$ grows as $A$:

| Diameter (µm) | $C$ (pF) | $RC$ (µs) | Loss peak (kHz) |
|---:|---:|---:|---:|
| 50 | 52.2 | 0.104 | 1526 |
| 100 | 208.6 | 0.417 | 381 |
| 200 | 834.5 | 1.669 | 95 |

Doubling the diameter quadruples the time. The imitating dipoles would keep 0.417 µs in all three devices. At 381 kHz the 200 µm device has $\omega RC=4$, so the circuit gives $C'=1+834.5/(1+16)=50$ pF. The dipoles would give half of 834.5 pF plus a fast part of 4 pF, which is 421 pF.

The high-frequency conductance $\omega C''$ offers a second comparison. For $\omega\tau\gg1$ it tends to $C/\tau=1/R$ in the circuit, which is 0.5 mS for every device. For the dipoles it tends to $\Delta C/\tau_D$, which is 0.125, 0.5 and 2.0 mS from the smallest device to the largest.

## When the area test misleads

The law $\tau\propto A$ requires a resistance independent of area. If $R\propto A^{-s}$, then $\tau\propto A^{1-s}$. Two other cases matter:

- **Spreading resistance.** For a disc contact on a thick uniform conductor, resistance is resistivity divided by a length, and the radius is the only length available. Hence $R\propto A^{-1/2}$ and $\tau\propto A^{1/2}$.
- **Contact resistance.** A uniform contact has $R\propto1/A$, so $\tau$ does not depend on area, as for dipoles.

A leaky interface layer also gives an area-independent time. Let it have resistance times area $\rho_i$ and capacitance per area $c_i$, in series with the film. Adding the two impedances per area gives

$$\frac{1}{i\omega c^*}=\frac{1}{i\omega c}+\frac{\rho_i}{1+i\omega\rho_ic_i}.$$

Multiplying by $i\omega$, bringing the right side to a common denominator and inverting yields

$$c^*=\frac{c\,(1+i\omega\rho_ic_i)}{1+i\omega\rho_i(c+c_i)}
=\frac{cc_i}{c+c_i}+\frac{c^2/(c+c_i)}{1+i\omega\tau_i},\qquad \tau_i=\rho_i(c+c_i).$$

The first term is the high-frequency limit, and the second supplies the rest of the static value $c$. A 1 nm layer of permittivity 10 has $c_i=8.85$ µF/cm². With $\rho_i=0.1$ Ω cm², $\tau_i=0.1\times(2.66+8.85)=1.15$ µs at any area.

A time proportional to area thus points to a fixed external resistance. A time independent of area excludes such a resistance as the dominant cause, but it does not establish dipoles.

## Separating the two when both are present

Suppose a film with complex capacitance $C_f^*=C_f'-iC_f''$ lies behind a fixed $R$, and the stray capacitance has been subtracted. Impedances add, so $1/C^*=1/C_f^*+i\omega R$. Since $1/C_f^*=(C_f'+iC_f'')/|C_f^*|^2$, the resistance changes the imaginary part alone. The ratio of imaginary to real part is $\tan\delta=C''/C'$, and therefore

$$\frac{\tan\delta}{\omega}=\frac{C_f''}{\omega C_f'}+R\,\frac{|C_f^*|^2}{C_f'} .$$

For a uniform film the first term is independent of area and the second is proportional to it, so the plot against area is a straight line at any fixed frequency. For a Debye film at $\omega\tau_D\ll1$, $C_f''\approx\omega\tau_D\Delta C$ and $C_f'$ tends to the static capacitance $c_sA$. With $\varepsilon_s=\varepsilon_\infty+\Delta\varepsilon$,

$$\frac{\tan\delta}{\omega}\to\frac{\Delta\varepsilon}{\varepsilon_s}\tau_D+Rc_sA .$$

Take a hypothetical film with $\varepsilon_\infty=20$, $\Delta\varepsilon=10$ and $\tau_D=0.50$ µs behind the same lead. At 1 kHz the three devices give 0.271, 0.584 and 1.836 µs. A straight-line fit has an intercept of 0.167 µs, which is $(10/30)\times0.50$ µs, and its slope divided by $c_s$ returns 2000 Ω.

Background loss limits the use of the intercept. If the film capacitance falls by 2 % per decade as $(i\omega)^{-n}$, then $n=-\log_{10}0.98$ and $\tan\delta=\tan(\pi n/2)=0.014$ at all frequencies. At 1 kHz this adds $0.0138/(2\pi\times10^3\ \mathrm{s^{-1}})=2.2$ µs to the intercept and buries the dipolar 0.167 µs. The slope still gives $R$ closely, because this background does not depend on area. In the 100 µm device the background equals the lead's loss $\omega RC$ at 5.3 kHz, so the lead dominates the loss only above that frequency.

## How real devices differ

A thickness near 10 nm and a permittivity near 30 are typical of these films. The lead is deliberately resistive: thicker or metal-backed electrodes lower $R$, and with a total series resistance of 50 Ω the 100 µm device would peak near $381\times2000/50$ kHz, or 15 MHz, if inductance is neglected; a 100 nH probe loop would move this peak to about 17.5 MHz. The permittivity of real films is also not constant. It varies with frequency, as above, and with bias, which shifts $\tau$ in proportion to $c$.

The TiN under the device adds a little resistance. If the film charges uniformly, the sheet current crossing radius $r$ is $Ir^2/a^2$ for a device of radius $a$ and total current $I$. The dissipated power is

$$\int_0^a\frac{I^2r^4}{a^4}\,\frac{R_\square\,dr}{2\pi r}=\frac{I^2R_\square}{8\pi},$$

which corresponds to 8.0 Ω at any radius. A 5 µm gap between device and ring adds $R_\square\ln(1+5\,\text{µm}/a)/(2\pi)$, or 5.8 Ω for the smallest device and 1.6 Ω for the largest. A radial finite-volume calculation with both effects gives peak times of 0.105, 0.420 and 1.677 µs, less than 1 % above $RC$. The fitted area exponent is 0.999.

Other effects, estimated from rough typical values, are these:

- **Electrode screening.** A free-electron estimate with $5\times10^{22}$ electrons per cm³ gives a screening length of 0.060 nm. If 30 is an effective permittivity that includes screening, the two electrodes account for $2\times0.060\times30/10=0.36$ of the total inverse capacitance, and the film itself would have a permittivity of 47. Screening changes $c$, but not the proportionality of $C$ to area.
- **Leakage.** An ohmic $10^{-6}$ A/cm² at 1 V is $6\times10^{-6}$ of the capacitive current at 10 kHz.
- **Inductance.** A 100 nH probe loop has 6.3 Ω at 10 MHz, small beside 2000 Ω. It also offsets part of the film's 76 Ω reactance in the 100 µm device, which lowers the reading there only from 1.30 to 1.28 pF.
- **Signal level.** A signal of 50 mV rms gives a peak field of 0.071 MV/cm, about 7 % of a coercive field of 1 MV/cm and 2 % of a breakdown field of 4 MV/cm.

## What to measure

Use at least three areas with the same access path, and hold bias, temperature and signal level fixed. Subtract the stray capacitance with an open structure. A short correction at the probe tips leaves the on-wafer lead in place, so include a shorted structure with the same lead. Then vary the lead at fixed area: going from ten to twenty squares doubles $\tau$ if the lead alone sets it, and leaves the film's own relaxation time unchanged. When both matter, the loss peak can move by less or by more than a factor of two. For the hypothetical film above, the peak time $1/\omega$ goes from 0.61 to 1.03 µs in the 100 µm device, but from 0.081 to 0.37 µs in the 50 µm device. There the highest loss starts near $R$ times the fast capacitance, 0.070 µs, and passes over to the slower combined relaxation. In mixed cases the low-frequency $\tan\delta/\omega$, which is linear in $R$, is the safer quantity to follow.

Temperature gives supporting evidence. Between 300 and 358 K the lead resistance rises by 2.9 % for a rough coefficient of $5\times10^{-4}$ per K. Dipole hopping over a 0.5 eV barrier speeds up by $\exp[(0.5\ \mathrm{eV}/k)(1/300\ \mathrm{K}-1/358\ \mathrm{K})]\approx23$. The circuit time $RC$ also follows the film's permittivity, so compare the low-frequency capacitance at both temperatures. If that changes little, a strong shift in time argues against a metallic lead, but a leaky layer with thermally activated conduction could shift as well.
